# Acoustic Group Velocity and Slow Transverse Phonon Focusing near [100] in Silicon

Take a slow transverse wave in silicon whose wave vector is tilted by 12° from [100] toward [010]. With rough elastic constants for silicon, its energy travels at 6.87° on the other side of [100]. In a crystal 5 mm thick it reaches the far face 0.60 mm from the axis on one side, whereas a ray along the wave vector would arrive 1.06 mm away on the other. What fixes the direction of the energy, and why do so many such rays gather near [100]?

## Setting and theorem

The crystal is uniform, lossless and non-piezoelectric, and the strain is small. Repeated indices are summed. Newton's and Hooke's laws are
$$\rho\,\ddot u_i=\partial_j\sigma_{ij},\qquad \sigma_{ij}=C_{ijkl}\,\partial_l u_k ,$$
with $C_{ijkl}=C_{jikl}=C_{ijlk}=C_{klij}$. Insert $u_i=e_i\cos(\mathbf k\cdot\mathbf x-\omega t)$, with real $\mathbf e$ and $|\mathbf e|=1$. Two time derivatives give $-\omega^2$ and two space derivatives give $-k_jk_l$. The signs cancel, leaving the Christoffel equation
$$\Gamma_{ik}e_k=\rho\omega^2e_i,\qquad \Gamma_{ik}=C_{ijkl}k_jk_l .$$
The matrix $\Gamma$ is real and symmetric, so there are three branches. The lowest is called slow transverse (ST), the next fast transverse (FT), the highest longitudinal (L). Write $k=|\mathbf k|$, $\mathbf n=\mathbf k/k$ and $v=\omega/k$.

**Theorem.** On a branch that is non-degenerate at $\mathbf k$:

1. The group velocity is $v_{g,j}=\partial\omega/\partial k_j=C_{ijkl}e_ie_kk_l/(\rho\omega)$, and it equals the energy flux divided by the energy density.
2. $\mathbf n\cdot\mathbf v_g=v$, and $\mathbf v_g$ is parallel to $\mathbf k$ if and only if $v$ is stationary with respect to the direction of $\mathbf k$.
3. The solid angles of rays and wave vectors are related by $d\Omega_v/d\Omega_k=v\,h_1h_2/|\mathbf v_g|^3$, where $h_1,h_2$ are the eigenvalues, other than the zero belonging to $\mathbf n$, of the matrix $\partial^2\omega/\partial k_i\partial k_j$ at $k=1$.

In a cubic crystal, part 1 also yields a condition for ST rays near [100] to cross to the opposite side of the axis. Silicon satisfies it. Deviation by itself does not concentrate energy. That takes a small magnitude of the ratio in part 3, or several wave vectors whose rays share one direction.

## Proof of part 1

Contract the Christoffel equation with $\mathbf e$ to get $\rho\omega^2=e_i\Gamma_{ik}e_k$, and differentiate with respect to $k_m$:
$$2\rho\omega\,v_{g,m}=2(\partial_me_i)\Gamma_{ik}e_k+e_i(\partial_m\Gamma_{ik})e_k .$$
The first term is $2\rho\omega^2\,e_i\partial_me_i=\rho\omega^2\,\partial_m(e_ie_i)=0$. Non-degeneracy is needed here, because it makes $\mathbf e$ differentiable. In the second term,
$$e_ie_k\,\partial_m\Gamma_{ik}=e_ie_k\,(C_{imkl}k_l+C_{ijkm}k_j).$$
By $C_{ijkm}=C_{kmij}$ and an exchange of the names $i$ and $k$, the two pieces are equal. Dividing by $2\rho\omega$ gives the stated formula.

For the energy, take the density
$$W=\tfrac12\rho\,\dot u_i\dot u_i+\tfrac12C_{ijkl}\,\partial_ju_i\,\partial_lu_k .$$
Its time derivative is
$$\dot W=\dot u_i\,\partial_j\sigma_{ij}+\sigma_{ij}\,\partial_j\dot u_i=\partial_j(\sigma_{ij}\dot u_i),$$
so the flux is $S_j=-\sigma_{ij}\dot u_i$. With phase $\chi=\mathbf k\cdot\mathbf x-\omega t$,
$$\dot u_i=\omega e_i\sin\chi,\qquad \sigma_{ij}=-C_{ijkl}k_le_k\sin\chi .$$
Therefore
$$S_j=\omega\,C_{ijkl}e_ie_kk_l\sin^2\chi=\rho\omega^2v_{g,j}\sin^2\chi .$$
The kinetic energy is $\tfrac12\rho\omega^2\sin^2\chi$. The strain energy is $\tfrac12e_i\Gamma_{ik}e_k\sin^2\chi$, which is the same by the Christoffel equation. Hence $W=\rho\omega^2\sin^2\chi$. The averages over a period have the ratio $\mathbf S/W=\mathbf v_g$. $\square$

## Proof of part 2

Since $\Gamma$ is quadratic in $\mathbf k$, $\omega(\lambda\mathbf k)=\lambda\,\omega(\mathbf k)$ for $\lambda>0$. The derivative at $\lambda=1$ is $\mathbf k\cdot\mathbf v_g=\omega$, or $\mathbf n\cdot\mathbf v_g=v$. Now write $\omega=k\,v(\mathbf n)$. The gradient has a radial part and a part tangent to the sphere of directions:
$$\mathbf v_g=v\,\mathbf n+\nabla_{\!s}v,\qquad \tan\psi=\frac{|\nabla_{\!s}v|}{v},\qquad \cos\psi=\frac{v}{|\mathbf v_g|}.$$
Here $\psi$ is the angle between ray and wave vector. It vanishes if and only if $\nabla_{\!s}v=0$. $\square$

The slowness surface is the set of $\mathbf k$ with $\omega(\mathbf k)=1$. A gradient is normal to its level surface, so energy flows along the normal of the slowness surface. For an isotropic solid this surface is a sphere and $\psi=0$.

For the 12° wave, $v=5.636$ km/s and $|\mathbf v_g|=5.956$ km/s. The ratio 0.946 is the cosine of 18.87°, which is $12°+6.87°$. The energy moves faster than the phase fronts advance along their normal, as $v=|\mathbf v_g|\cos\psi$ requires.

## Proof of part 3

Let $H_{ij}=\partial^2\omega/\partial k_i\partial k_j$ at $k=1$. The group velocity does not change when $\mathbf k$ is lengthened, so $H\mathbf n=0$. Move $\mathbf n$ along two small tangent vectors $\mathbf a,\mathbf b$ with $\mathbf a\times\mathbf b=\mathbf n\,d\Omega_k$. The group velocity changes by $H\mathbf a$ and $H\mathbf b$. Both are perpendicular to $\mathbf n$, because $H$ is symmetric, and
$$H\mathbf a\times H\mathbf b=h_1h_2\,\mathbf n\,d\Omega_k .$$
The solid angle of this patch, seen from the origin of velocity space, is its projection on $\hat{\mathbf v}_g$ divided by $|\mathbf v_g|^2$. Since $\hat{\mathbf v}_g\cdot\mathbf n=v/|\mathbf v_g|$,
$$J\equiv\frac{d\Omega_v}{d\Omega_k}=\frac{v\,h_1h_2}{|\mathbf v_g|^3}.\qquad\square$$

The sign of $J$ records orientation. If a source emits waves with isotropically distributed $\mathbf k$ and equal energies, one wave vector contributes the intensity factor $A=1/|J|$ to its ray direction. In an isotropic solid $H=v(1-\mathbf n\mathbf n^T)$, so $h_1=h_2=v$ and $A=1$. Where $h_1h_2=0$, this ray theory gives infinite intensity, a caustic. The useful measure is therefore an average over a cone. Below, *concentration* means the share of a branch's rays in a cone divided by the share for isotropic rays.

## Lemma A: rays in two mirror planes

For a cubic crystal let $h=C_{12}+C_{44}$ and $d=C_{11}-C_{44}>0$. Then
$$\Gamma_{ii}=C_{11}k_i^2+C_{44}(k^2-k_i^2)\ \text{(no sum)},\qquad \Gamma_{ij}=h\,k_ik_j\ (i\ne j).$$
Choose $\mathbf k=(x,0,0)+y\,\mathbf t$, with the unit vector $\mathbf t$ along [010] or [011]. By mirror symmetry, the polarization normal to the plane separates. The in-plane block is
$$\begin{pmatrix}C_{11}x^2+C_{44}y^2&hxy\\hxy&C_{44}x^2+Dy^2\end{pmatrix}.$$
For [010], $D=C_{11}$. For [011], $k_y^2=k_z^2=y^2/2$, and $D y^2$ collects $\tfrac12(C_{11}+C_{44})y^2$ from the diagonal and $\tfrac12hy^2$ from $\Gamma_{yz}$, so $D=(C_{11}+C_{12}+2C_{44})/2$.

**Lemma A.** For the lower in-plane root and a small angle $\theta_k$ of $\mathbf k$ from [100],
$$\theta_{\rm ray}=P\,\theta_k,\qquad P=\frac{D-h^2/d}{C_{44}}.$$
If $h^2>Dd$, the ray starts on the opposite side of the axis and returns to it at one later angle.

*Proof.* Set $d'=D-C_{44}$. The lower eigenvalue $F=\rho\omega^2$ at $x=1$, with $s=y^2=\tan^2\theta_k$, is
$$F=\tfrac12\left[C_{11}+C_{44}+(C_{44}+D)s-R\right],$$
$$R^2=(d-d's)^2+4h^2s=d^2+2ws+d'^2s^2,\qquad w=2h^2-dd'.$$
Its derivative is
$$\frac{dF}{ds}=\tfrac12\left[C_{44}+D-\frac{w+d'^2s}{R}\right].$$
At $s=0$, $R=d$ and $w/d=2h^2/d-D+C_{44}$, so the derivative is $D-h^2/d$. Restoring $x$ by homogeneity gives $F\simeq C_{44}x^2+(D-h^2/d)y^2$. The ray slope is $(\partial F/\partial y)/(\partial F/\partial x)=P\,y/x$, as claimed.

The ray is again along [100] when $dF/ds=0$, that is $(C_{44}+D)R=w+d'^2s$. Square this and use $(C_{44}+D)^2-d'^2=4C_{44}D$:
$$d'^2s^2+2ws-\frac{w^2-(C_{44}+D)^2d^2}{4C_{44}D}=0 .$$
The condition $h^2>Dd$ is the same as $w>(C_{44}+D)d$. The last term is then negative and there is one positive root. It also solves the equation before squaring, since $w+d'^2s>0$. If instead $0<w\le(C_{44}+D)d$, no coefficient is negative and there is no positive root. $\square$

The physical cause is the coupling $h$. A tilted transverse wave acquires some longitudinal displacement, and this lowers $\rho\omega^2$ by $(h^2/d)y^2$ to leading order. When $h^2/d$ exceeds $D$, tilting at fixed $k_x$ lowers $\omega$, so the transverse group velocity is opposite to the tilt.

For silicon take $C_{11}=166$, $C_{12}=64$, $C_{44}=80$ GPa and $\rho=2.33$ g/cm³. Then $h=144$ GPa, $d=86$ GPa and $h^2/d=241.12$ GPa. Toward [010],
$$P=\frac{166-241.12}{80}=-0.939 .$$
Toward [011], $D=195$ GPa and $P=-0.576$. The polarizations normal to the planes have the positive coefficients $C_{44}=80$ GPa and $(C_{11}-C_{12})/2=51$ GPa in place of $D-h^2/d$, so near the axis the in-plane root is the ST branch.

For the return toward [010], $w=2(144)^2-86^2=34076$ GPa². The quadratic gives $s=0.193$ and $\theta_k=23.72°$. Toward [011] the angle is 18.25°.

## Lemma B: all azimuths close to the axis

Let $\mathbf k=(k_x,r\cos\varphi,r\sin\varphi)$ with $r\ll k_x$, and $g=h^2/d$. The first row of the Christoffel equation gives $e_x=-\Gamma_{xa}e_a/(\Gamma_{xx}-\rho\omega^2)$ with $a=y,z$. For transverse waves the denominator is $dk_x^2$ to leading order. Substitution in the other rows leaves the matrix
$$M_{ab}=\Gamma_{ab}-g\,k_ak_b .$$
Its diagonal elements are $C_{44}k_x^2+(C_{11}-g)k_y^2+C_{44}k_z^2$ and the same with $y$ and $z$ exchanged; its off-diagonal element is $(h-g)k_yk_z$. Define
$$m=\tfrac12(C_{11}-g+C_{44}),\quad \alpha=\tfrac12(C_{11}-g-C_{44}),\quad \beta=\tfrac12(h-g).$$
Half the diagonal difference is $\alpha r^2\cos2\varphi$, and the off-diagonal element is $\beta r^2\sin2\varphi$. The lower eigenvalue is therefore
$$\rho\omega^2=C_{44}k_x^2+(m-S)r^2,\quad S=\sqrt{\alpha^2\cos^22\varphi+\beta^2\sin^22\varphi}.$$

**Lemma B.** With $P(\varphi)=(m-S)/C_{44}$, wave vectors near [100] contribute to the small-cone concentration
$$N=\frac1{2\pi}\int_0^{2\pi}\frac{d\varphi}{P^2+P'^2/4},$$
provided the denominator does not vanish.

*Proof.* Expanding the square root, $\omega\simeq\sqrt{C_{44}/\rho}\,[k_x+P r^2/(2k_x)]$. At $k_x=1$ the transverse ray slope is the gradient of $Pr^2/2$, with radial component $rP$ and azimuthal component $rP'/2$. The ray lies within a small angle $\epsilon$ of the axis if $r<\epsilon/\sqrt{P^2+P'^2/4}$. The area of this region is $\tfrac12\epsilon^2\int d\varphi/(P^2+P'^2/4)$. Division by the isotropic area $\pi\epsilon^2$ gives $N$. $\square$

For silicon $m=2.4$ GPa, while $S$ lies between $|\beta|=48.6$ GPa and $|\alpha|=77.6$ GPa. So $P<0$ at every azimuth, and the formula gives $N=1.650$. A direct count of rays from wave vectors close to the axis also gives 1.650. This is a modest concentration, so most of the effect must come from elsewhere.

**The longitudinal branch.** Here the same coupling raises the frequency: $\rho\omega^2\simeq C_{11}k_x^2+(C_{44}+g)r^2$, independent of azimuth to this order. Hence $P_L=(80+241.12)/166=1.93$. Longitudinal rays are thrown outward, and the near-axis concentration is $1/P_L^2=0.27$. The count in a 10° cone is 0.28. The coupling that gathers ST rays disperses L rays.

## Nine wave vectors for one ray

At fixed $k_x$, a ray points along [100] where $\omega$ is stationary in $k_y,k_z$. Lemma B makes the axis a local maximum. Lemma A adds four points toward [010] and its equivalents, and four toward [011] and its equivalents. At each of them $\omega$ has a minimum in the radial direction, because $dF/ds$ passes from negative to positive. The sign of $J$ then decides their character: toward [010] $J=1.046$, a minimum, and toward [011] $J=-1.435$, a saddle. The frequency surface is a low hill with a moat around it. Relative to the axis, $\omega$ is lower by 3.44% at the minima and by 1.32% at the saddles. The moat is shallow, and the transverse group velocity is small over a wide range of wave vectors.

The focusing factors are $1/1.046=0.956$ and $1/1.435=0.697$. None of the eight is large; their number matters. In the limit of a small cone the nine wave vectors give
$$1.650+4(0.956)+4(0.697)=8.26 .$$
A count over all directions in a cone of half-angle 1° gives 8.34. The agreement to 1% leaves little room for further wave vectors with appreciable weight, although it does not prove that there are none.

The turning points of the ray angle locate some of the caustics. In a mirror plane, a tangent step $\mathbf a$ keeps $\mathbf v_g$ in the plane, so $H\mathbf a=h_1\mathbf a$. The component perpendicular to $\mathbf v_g$ gives $d\theta_{\rm ray}/d\theta_k=h_1\cos\psi/|\mathbf v_g|$. It vanishes together with $h_1$. Toward [010] this happens at $\theta_k=11.96°$ with the ray at $-6.87°$; toward [011], at 9.63° with the ray at $-3.52°$. The opening example thus sits almost on a caustic, and its ray is close to the largest excursion to the opposite side before the return.

These are not the only caustics near [100]. Close to the axis $J$ is the determinant of the Hessian of $Pr^2/2$, namely $P(P+P''/2)-P'^2/4$. It is $-0.225$ toward [010] and about $+1.42$ toward [011], so it vanishes in between, near $\varphi=16°$. Caustic lines therefore run into the axis itself, and the value 1.650 is an average over a cone in which the intensity is far from uniform.

## How strong the concentration is

| Cone half-angle | ST concentration |
|---|---|
| 1° | 8.3 |
| 5° | 10.5 |
| 10° | 7.6 |
| 15° | 4.2 |
| 20° | 2.8 |

The six 10° cones around the axes equivalent to [100] occupy 4.56% of all directions but receive 34.8% of the ST rays. Of these rays, 86.9% have wave vectors more than 10° from the axis they travel along. The concentration is larger at 5° than at 1°. Somewhere between 1° and 5° from the axis the rays are therefore denser than they are on average within 1°. The table does not show the maximum: for cones of 6°, 7° and 8° the concentration is 11.4, 12.8 and 10.6. The FT concentration in the 10° cone is 1.40, so among the three branches ST dominates there. Raising the number of sampled directions from 150,000 to 600,000 shifts the 10° ST value by 0.01%.

**Remark on crossing the axis.** Hold $C_{11}$ and $C_{12}$ fixed and vary $C_{44}$. Toward [010], the condition $h^2=Dd$ becomes
$$C_{44}^2+(2C_{12}+C_{11})C_{44}+C_{12}^2-C_{11}^2=0,$$
with positive root 65.3 GPa. At $C_{44}=60$ GPa rays in this plane no longer cross the axis, yet the 10° concentration is still 3.09. At the isotropic value $C_{44}=(C_{11}-C_{12})/2=51$ GPa it is 1.00 within counting error. Focusing therefore does not need this crossing. At the threshold itself $P=0$ toward [010], the linear relation of Lemma A leaves the ray on [100], and higher powers of the angle are needed to find its small tilt.

## Silicon crystals and the limits of the model

The constants are rough but typical of silicon, and cooling changes them by the order of a percent. With measured values such as 165.7, 63.9 and 79.6 GPa, the ray of the opening example moves from $-6.87°$ to $-6.74°$, the 5° concentration from 10.5 to 10.7 and the 10° concentration from 7.64 to 7.61, so the last digits above belong to the rough constants and not to silicon. Raising $C_{11}$, $C_{12}$ or $C_{44}$ alone by 2% changes the 10° concentration by $-4.4$, $+1.7$ or $+2.4$%. The source matters more. If modes of one frequency are equally occupied, their number per solid angle is proportional to $k^2\,dk/d\omega=\omega^2/v^3$. With this weight the concentration falls from 7.64 to 6.28, because the ST waves whose rays enter the cone have a higher phase speed, on average, than the branch as a whole.

For a source at 2 K, the Planck spectrum peaks at 0.118 THz, where the wavelength on the axis is 50 nm. This is far above the lattice constant of 0.543 nm. Even at the tail frequency of 0.417 THz, where $h_{\rm P}\nu=10\,k_BT$ with $h_{\rm P}$ Planck's constant, a chain with this spacing lowers the phase speed by 0.25% and the group speed by 0.74%, both less than the depth of the moat. Scattering by the natural spread of atomic masses is estimated from the Rayleigh rate $V\gamma\omega^4/(4\pi v^3)$, with $V$ the volume per atom and $\gamma=2\times10^{-4}$ the relative mass variance. Here $v$ is the transverse speed on the axis, 5.86 km/s; averaging $v^{-3}$ over all directions and the three branches gives 5.90 km/s and lengthens the path by about 2%. The free path is then about 79 mm at the tail frequency, against a thickness of 5 mm. It falls as $T^{-4}$ at fixed $h_{\rm P}\nu/k_BT$, so at 4 K it is about 5 mm, comparable to the thickness, and more than half of the waves at the tail frequency are scattered before they reach the far face. As the source gets hotter, the assumption of flight without scattering therefore fails first in the tail. For a source at 10 K the free path is about 0.13 mm in the tail and 20 mm at the peak of the spectrum. A source 0.05 mm wide blurs directions by 0.57° and rounds off the caustics. Anharmonic decay and scattering at surfaces are left out. The remaining values are in the numerical output.

## Calculated quantities

```
C11, C12, C44 (rough): 166, 64, 80 GPa
density (rough): 2.33 g/cm3
h = C12+C44: 144 GPa; d = C11-C44: 86 GPa
h^2/d: 241.12 GPa
transverse speed on [100]: 5.860 km/s
example: k tilted from [100] to [010]: 12.0 deg
  ST phase speed: 5.636 km/s
  ST group speed: 5.956 km/s
  ray angle from [100]: -6.87 deg
  angle between ray and k: 18.87 deg
  crystal thickness: 5.0 mm
  offset of ray on far face: -0.602 mm
  offset if energy followed k: 1.063 mm
  flight time: 0.846 us
plane toward [010]: modulus D 166.0 GPa
  near-axis slope P: -0.9390
  k angle with ray again on [100]: 23.72 deg
  frequency change there at fixed k_x: -3.44 %
  signed solid-angle ratio there: 1.0460
  focusing factor there: 0.9560
  caustic: k 11.96 deg, ray -6.87 deg
plane toward [011]: modulus D 195.0 GPa
  near-axis slope P: -0.5765
  k angle with ray again on [100]: 18.25 deg
  frequency change there at fixed k_x: -1.32 %
  signed solid-angle ratio there: -1.4350
  focusing factor there: 0.6968
  caustic: k 9.63 deg, ray -3.52 deg
near-axis part, formula: 1.650; counted: 1.650
sum over nine wave vectors: 8.261
counted ST concentration, 1 deg cone: 8.339
ST concentration, 5 deg cone: 10.48
ST concentration, 10 deg cone: 7.64
ST concentration, 15 deg cone: 4.23
ST concentration, 20 deg cone: 2.81
10 deg cone: FT 1.40, L 0.28, isotropic 0.999
ST share in six 10 deg cones: 34.8 %
isotropic share in six cones: 4.56 %
share of those rays with k over 10 deg off: 86.9 %
directions: 150000 and 600000
convergence shift, 10 deg: 0.01 %
C44 threshold for fold toward [010]: 65.29 GPa
C44 = 60 GPa, no such fold, 10 deg: 3.09
change for +2% in C11, C12, C44: -4.4, 1.7, 2.4 %
10 deg, equal occupation at fixed frequency: 6.28
source temperature: 2.0 K; peak: 0.118 THz
wavelength at peak: 49.8 nm
tail frequency at 10 kT: 0.417 THz
lattice constant (rough): 0.543 nm
chain estimate of dispersion at 10 kT: 0.25 %
mass variance (rough): 2.0e-04 (no unit)
mass-disorder free path at 10 kT: 79 mm
source width 0.05 mm, blur: 0.57 deg
```
